# Does a straight temperature profile show that heat conduction is diffusive?

**The argument under review**

Imagine a manuscript on steady heat flow through a 10 nm tellurium film, held between reservoirs at 310 K and 290 K. The temperature in the central 80% of the film follows a straight line with $R^2=0.9999$. Extrapolated to the faces, the line drops by 9.59 K, which leaves a jump of 5.21 K at each contact. The heat flux is 1.67 GW/m². The authors reason as follows:

> The interior profile is linear, so the film obeys Fourier's law and conducts diffusively. The jumps belong to the contacts. Flux divided by interior slope is therefore the bulk conductivity.

The data are those of the kinetic model analysed below, not of an atomistic simulation, so the bulk conductivity is known: it was set to 2.00 W/(m K). The authors' recipe gives

$$
k_{\rm slope}=\frac{1.670\times10^{9}\ {\rm W/m^2}}{9.59\ {\rm K}/10\ {\rm nm}}=1.74\ {\rm W/(m\,K)} .
$$

The value is 13% too low, and the mean free path in the model is 9.9 nm, as long as the film is thick. By "diffusive" I mean that the film is much thicker than the mean free path $\Lambda$, so that phonons are redirected many times on their way across. Does the straight line carry any information about that condition?

**A model in which the line is straight at every thickness**

Let phonons move only forward or backward along $x$, with speed $u$ and a mean length $l$ between events that randomize their direction. Measure temperatures by $\theta=(T-T_c)/(T_h-T_c)$, and let $f_+$ and $f_-$ be the reduced temperatures of the two streams. Energy conservation requires each event to re-emit at the mean, $\theta=(f_++f_-)/2$. In steady state

$$
l f_+'=\theta-f_+=\frac{f_--f_+}{2},\qquad
-l f_-'=\theta-f_-=\frac{f_+-f_-}{2}.
$$

Both derivatives equal $(f_--f_+)/(2l)$. Their difference vanishes, so $j=f_+-f_-$ is constant; their mean gives $\theta'=-j/(2l)$, also constant. The profile is linear whatever the ratio $L/l$.

The contacts absorb every arriving phonon, so $f_+(0)=1$ and $f_-(L)=0$. Then $f_-(0)=1-j$ and $f_+(L)=j$, and hence

$$
\theta(0)=1-\frac j2,\qquad \theta(L)=\frac j2 .
$$

Each contact has a jump $j/2$. The interior drop $1-j$ must equal $jL/(2l)$, which gives

$$
j=\frac{1}{1+L/(2l)} .
$$

For $L\gg l$ the jumps vanish. For $L\ll l$ they take nearly the whole temperature difference, and the line remains straight. At $L=0.1\,l$ a fraction $e^{-0.1}=0.90$ of the emitted phonons crosses without a single event.

The flux is $q=\tfrac12Cu\,j\,\Delta T$, with $C$ the heat capacity per volume and $\Delta T=T_h-T_c$. Inserting $j=-2l\theta'$ gives $q=-Cul\,dT/dx$. This model thus obeys Fourier's local relation with its bulk conductivity at every thickness. Neither the line nor a correct slope conductivity establishes diffusion.

**All directions of motion**

One might suspect the two-stream restriction. Let phonons of one speed $v$ and one mean free path $\Lambda$ travel in all directions, with $\mu$ the cosine of the angle to $x$. With $\tau=x/\Lambda$ and $\tau_L=L/\Lambda$, the directional reduced temperature $I(\tau,\mu)$ obeys

$$
\mu\frac{\partial I}{\partial\tau}=\theta-I,\qquad
\theta=\frac12\int_{-1}^{1}I\,d\mu .
$$

The second equation is energy conservation. The flux is $q=\tfrac12Cv\Delta T\int\mu I\,d\mu$. In units of the ballistic value $Cv\Delta T/4$ it reads

$$
Q=2\int_{-1}^{1}\mu I\,d\mu .
$$

Integrating the transport equation over $\mu$ gives $Q'=2\int(\theta-I)\,d\mu=0$. In a thick slab, away from the contacts, $I\simeq\theta-\mu\theta'$, so $Q=-\tfrac43\theta'$ and $k=Cv\Lambda/3$.

The origin of the straight line appears in the second moment $K=\tfrac12\int\mu^2I\,d\mu$. Multiply the transport equation by $\mu/2$ and integrate. The term with $\theta$ is odd in $\mu$ and vanishes, leaving

$$
\frac{dK}{d\tau}=-\frac12\int_{-1}^{1}\mu I\,d\mu=-\frac Q4 .
$$

In this model $K$ is linear at every thickness. The temperature follows it wherever $\theta=3K$. Isotropic phonons satisfy this, since $K=\tfrac12\theta\cdot\tfrac23$. So do phonons with one value $a$ for all forward directions and another value $b$ for all backward ones:

$$
\theta=\frac{a+b}{2},\qquad
K=\frac12\left(\frac a3+\frac b3\right)=\frac\theta3 .
$$

Here $a-b$ may be as large as the full temperature difference. A nearly linear temperature therefore does not require nearly isotropic phonons.

Using $\theta=3K$ throughout as an approximation gives $\theta'=-3Q/4$. The two-hemisphere form has $Q=a-b$, so with $a=1$ at the hot face and $b=0$ at the cold face, $\theta$ falls from $1-Q/2$ to $Q/2$. Equating drops, $1-Q=\tfrac34\tau_LQ$, or

$$
Q\simeq\frac{1}{1+\tfrac34\tau_L}.
$$

This is the two-stream law with $l=2\Lambda/3$ and $u=v/2$.

To go beyond the approximation, integrate the transport equation along each direction from the contact where it starts, and average over $\mu$. With $E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu$,

$$
2\theta(\tau)=E_2(\tau)+\int_0^{\tau_L}E_1(|\tau-\tau'|)\,\theta(\tau')\,d\tau' .
$$

The first term comes from the hot contact, the second from phonons re-emitted inside. I solved this equation numerically for six thicknesses from $0.1\Lambda$ to $30\Lambda$. The approximate flux is within 3.3% of the solution in all six. At $L=\Lambda$ the solution gives $Q=0.553$, and 300,000 random phonon walks give 0.555, with a sampling error of about 0.001.

Over this range the jump share, meaning the part of $\Delta T$ outside the extrapolated line, falls from 0.87 to 0.045. Yet $R^2$ never drops below 0.9998. To four digits it is 0.9999 both at $L=0.1\Lambda$ and at $L=\Lambda$, so it does not even rank these two films.

**The ballistic limit of the slope**

The full model does differ from the two-stream one in its slope. Write $\theta=\tfrac12+\varphi$. Since $\int_0^{\tau_L}E_1(|\tau-\tau'|)d\tau'=2-E_2(\tau)-E_2(\tau_L-\tau)$, the integral equation becomes

$$
\varphi=\frac14\left[E_2(\tau)-E_2(\tau_L-\tau)\right]+\frac12\int_0^{\tau_L}E_1(|\tau-\tau'|)\varphi(\tau')\,d\tau' .
$$

For $\tau_L\to0$ the integral of $E_1$ over the slab is of order $\tau_L|\ln\tau_L|$, so the last term is at most of this order relative to the first. Its contribution to the midplane slope is $E_1(\tau_L/2)\,\varphi(0)+\tfrac12\int_0^{\tau_L}E_1(|\tau_L/2-\tau'|)\,\varphi'(\tau')\,d\tau'$, because $\varphi(\tau_L)=-\varphi(0)$. Since $\varphi(0)$ is itself of order $\tau_L|\ln\tau_L|$, the same bound holds for the slope. With $E_2'=-E_1$, the midplane slope tends to $-\tfrac12E_1(\tau_L/2)$. At $\tau_L=0.001$ the numerical slope over the central tenth agrees with this within 1%.

The thick-slab relation $Q=-\tfrac43\theta'$ defines a slope conductivity $k_{\rm slope}/k=\tfrac34Q/|\theta'|$. As $Q\to1$ it becomes

$$
\frac{k_{\rm slope}}{k}\to\frac{3}{2E_1(\tau_L/2)},
$$

which tends to zero logarithmically. For the fitted lines the ratio is 1.00 at $30\Lambda$, 0.87 at $\Lambda$ and 0.52 at $0.1\Lambda$. The leading profile also steepens logarithmically at the faces, which the fit window leaves out.

**Reading the film again**

The model takes rough values for tellurium across its chains: density 6200 kg/m³, sound speed 1500 m/s and $k=2.00$ W/(m K). Heat is carried by the three acoustic branches alone. With three atoms per cell this means $k_B$ per atom, or $C=0.404$ MJ/(m³ K). Then

$$
\Lambda=\frac{3k}{Cv}=\frac{3\times2.00}{0.404\times10^6\times1500}\ {\rm m}=9.9\ {\rm nm},\qquad \tau_L=1.01 ,
$$

and $Q=0.551$. Flux and contact temperatures together give an apparent conductivity $qL/\Delta T=0.835$ W/(m K), less than half the bulk value.

At any plane, define forward and backward temperatures by the energy flux in each hemisphere. Their difference is $Q\Delta T=11.0$ K. Reversing $x$ and exchanging the contacts maps the problem onto itself, so at the midplane they lie symmetrically about 300 K, at 305.5 K and 294.5 K. The reported local temperature of 300 K hides two populations whose flux temperatures differ by more than half the applied 20 K. Weighted by energy density instead of flux, they differ by 8.7 K.

Since $3K$ is straight, any departure from a straight line must come from $\theta-3K$. At the sampled central positions this quantity reaches 0.028, or 0.57 K, while the profile leaves its fitted line by at most 0.07 K. Most of $\theta-3K$ is thus itself linear: it steepens the line and lowers $k_{\rm slope}$ without showing as curvature.

Could a simulation detect the bend? The kinetic temperature of $N$ classical atoms averages $3N$ squared Gaussian velocities, each with relative variance 2, so its standard deviation is $T\sqrt{2/(3N)}$. A bin of 0.5 × 5 × 5 nm³ holds 366 atoms and fluctuates by 12.8 K. About $(12.8/0.0708)^2\approx3.3\times10^4$ independent snapshots are needed merely to bring the noise of one bin down to the largest pointwise bend. Averaged over 0.5 nm bins the largest bend is only 0.044 K, which raises the count to about $8\times10^4$.

**Large jumps do not prove the opposite**

The authors should not now infer ballistic transport from the jumps. Let each contact absorb a fraction $\varepsilon$ of arriving phonons and reflect the rest diffusely. Absorption and emission must balance in equilibrium, so the contact emits $\varepsilon$ times the flux of a fully absorbing one. Let $A$ and $B$ be the reduced temperatures of phonons leaving the hot and cold contacts, and $\Phi$ the flux in units of $Cv\Delta T/4$. Phonons reaching the hot contact have flux temperature $A-\Phi$, so

$$
A=\varepsilon+(1-\varepsilon)(A-\Phi)\ \Rightarrow\ A=1-\left(\frac1\varepsilon-1\right)\Phi .
$$

At the cold contact $B=(1-\varepsilon)(B+\Phi)$, hence $B=(1/\varepsilon-1)\Phi$. By linearity $\Phi=Q(A-B)$, where $Q$ still belongs to fully absorbing contacts. Therefore

$$
\Phi=\frac{Q}{1+2(1/\varepsilon-1)Q}.
$$

For $L=\Lambda$ and $\varepsilon=0.4$ this gives 0.2080; random walks give 0.2078.

The interior drop shrinks by the factor $A-B$. With $\varepsilon=0.048$, a slab of $50\Lambda$, 495 nm thick, has the same jump share as the film, 0.52, and a straight interior. It is diffusive.

A thickness series does not separate the causes by its straightness either. The two-stream law gives

$$
\frac{\Delta T}{q}=\frac{4}{CvQ}=\frac Lk+\frac4{Cv},
$$

the form of a Fourier slab with a fixed contact resistance. In the full model, the line through the points at $10\Lambda$ and $30\Lambda$ is $1/Q=1.066+0.750\,\tau_L$; the intercept is $\tfrac32$ times the Milne extrapolation length 0.7104, and the finite mesh of the output below shifts it to 1.068. The line predicts 1.816 at $\tau_L=1$, where the solution gives $1/0.5534=1.807$. For these thick slabs the slope of the series does yield the bulk $k$. Between $0.1\Lambda$ and $0.3\Lambda$ the slope is 0.84 instead of 0.75, which would make $k$ 11% too low.

**What the authors should report**

A more telling number is the difference between forward and backward temperatures divided by the interior drop,

$$
D=\frac{\Phi}{\text{interior drop}/\Delta T}=\frac{4\Lambda}{3L}\frac{k_{\rm slope}}{k}.
$$

The second form follows from the definition of $k_{\rm slope}$. For the film $D=0.5511/0.4795=1.15$; for the thick slab with equal jumps it is 0.027. It requires direction-resolved energy fluxes, or the net flux together with $C$ and $v$; hemisphere temperatures weighted by energy density give smaller values, 0.91 and 0.020.

For real tellurium the weakest assumption is the single mean free path. Keep $C$, $v$ and $k$ fixed, but give half the heat capacity a path of 1.8 nm and half a path of 18 nm. Energy conservation now fixes a re-emission temperature that weights each group by its scattering rate, so the short-path phonons count ten times as much as the others. For this temperature the jump share is 0.33, $k_{\rm slope}$ is 0.51 of bulk and $R^2$ is 0.9995. A simulation that reports the local energy weights the two groups equally and finds larger jumps. With the re-emission temperature $D=0.4477/0.6663=0.67$, an average that hides the long-path phonons, which carry 10/11 of the bulk conduction. Such a material needs $D$ for each group of modes. If all nine branches carried heat at the same speed, $\Lambda$ would be 3.3 nm and the jump share 0.30. Along the chains, with a rough $k$ of 3 W/(m K) and the same $C$ and $v$, the share would be 0.60. A simulation thermostat need not act as a fully absorbing contact, which changes the jumps as shown above. Quantum corrections to the heat capacity are about 1% for a rough Debye temperature of 150 K. Apart from this last correction, these changes can alter the size of the jumps considerably, so the film's figures illustrate the mechanism and do not predict a measurement.

I recommend that the claim of diffusive conduction be withdrawn unless the authors show that $L$ is large compared with the mean free paths of the phonons that carry the heat. The numerical output below gives the remaining values.

## Computed values

```
L/mfp  Q  jump share  R2  max bend/DeltaT  kslope/k  kapp/k
 0.1 0.9157 0.8672 0.999885 0.00095 0.5172 0.0687
 0.3 0.7936 0.7374 0.999857 0.00212 0.6800 0.1786
 1.0 0.5534 0.5225 0.999884 0.00354 0.8692 0.4151
 3.0 0.3016 0.3026 0.999966 0.00294 0.9732 0.6787
10.0 0.1167 0.1234 0.999999 0.00061 0.9988 0.8756
30.0 0.0424 0.0452 1.000000 0.00002 1.0002 0.9550
Largest two-stream flux error in table: 3.26 %
1/Q line, L/mfp 10 to 30: slope 0.7498, intercept 1.068
Walk and solver Q at L/mfp=1: 0.5552, 0.5534
Walk and solver theta at x=L/4: 0.6184, 0.6183
Reflecting walk and formula flux, absorptivity 0.4: 0.2078, 0.2080
Te film thickness: 10.0 nm
Contact temperatures: 310 K, 290 K
Rough density: 6200 kg/m3; speed: 1500 m/s
Molar mass: 127.6 g/mol
Rough bulk conductivity: 2.00 W/(m K)
Acoustic heat capacity: 0.4040 MJ/(m3 K)
Mean free path: 9.90 nm; L/mfp: 1.0100
Reduced flux Q: 0.5511
Heat flux: 1.670 GW/m2
Fourier flux without jumps: 4.000 GW/m2
Central 80% R2: 0.999884
Largest bend: 0.0708 K
Interior drop: 9.59 K
Extrapolated jump per contact: 5.21 K
Actual jump at hot face: 4.82 K
Conductivity from slope: 1.741 W/(m K)
Conductivity from contacts: 0.835 W/(m K)
Midplane forward temperature: 305.51 K
Midplane backward temperature: 294.49 K
Largest central |theta-3K|: 0.0284
Thick slab, L/mfp=50: 495 nm
Its matching contact absorptivity: 0.0481
Jump shares thin, thick: 0.5205, 0.5205
Thick R2: 1.00000000
Diagnostic D thin, thick: 1.1493, 0.0267
Bin 0.5 x 5 x 5 nm3: 366 atoms, noise 12.80 K
Snapshots for noise equal to bend: 3.27e+04
All branches carry heat: mfp 3.30 nm, jump share 0.3008
Along chains, rough k 3.0 W/(m K): jump share 0.5998
Two mfps 1.80, 18.00 nm: Q 0.4477
Two mfps: jump 0.3337, R2 0.99947, kslope/k 0.5090
Quantum heat-capacity loss, Debye 150 K: 1.24 %
k proportional to 1/T: +/- 3.33 % at contacts
Rough electrical inputs: 300 S/m, gap 0.33 eV
Electronic heat bound: 0.0483 W/(m K), 2.41 % of k
Shortest acoustic wavelength (Debye): 0.75 nm
```
